# Variance of a time average and the number of independent samples

## The decision: how long to run

A first-principles molecular dynamics run is expensive, and its length must be chosen. If the mean of some quantity is wanted to within 5 %, is 20 ps enough? Counting stored frames does not answer this, because frames stored closer together than the time over which correlations decay are not independent. What is needed is the number of independent samples that the run is worth.

For a long run of length $T$ the answer is

$$
\operatorname{Var}(\bar A)\simeq\frac{2\tau_{\rm int}\sigma^2}{T},
\qquad
N_{\rm eff}=\frac{T}{2\tau_{\rm int}},
$$

where $\sigma^2$ is the variance of the instantaneous quantity and $\tau_{\rm int}$ is its integrated autocorrelation time, defined below.

## Setting and definitions

Let $A(t)$ be a real classical observable along the trajectory, such as an energy or a bond length. The run is assumed to be equilibrated, so that $A$ is stationary: averages do not change when all times are shifted together. Angle brackets denote the average over an ensemble of equivalent runs. With $\mu=\langle A\rangle$ and $\delta A=A-\mu$, define

$$
\sigma^2=\langle\delta A^2\rangle>0,\qquad
\rho(s)=\frac{\langle\delta A(0)\,\delta A(s)\rangle}{\sigma^2},\qquad
\tau_{\rm int}=\int_0^\infty\rho(s)\,ds .
$$

Thus $\rho(0)=1$. Shifting both times by $s$ gives $\langle\delta A(0)\delta A(-s)\rangle=\langle\delta A(s)\delta A(0)\rangle$, so $\rho(-s)=\rho(s)$. For $\rho=e^{-s/\tau}$ this convention gives $\tau_{\rm int}=\tau$.

The time average is $\bar A=\frac1T\int_0^T A(t)\,dt$. Its ensemble mean is $\mu$, and its variance measures how much $\bar A$ would scatter if the whole run were repeated. Errors from the density functional, basis set, cell size or time step are shared by all the repetitions and are not included.

## From two times to one lag

Since $\bar A-\mu=\frac1T\int_0^T\delta A(t)\,dt$, squaring and averaging gives

$$
\operatorname{Var}(\bar A)=\frac{\sigma^2}{T^2}\int_0^T\!dt\int_0^T\!dt'\,\rho(t-t').
$$

The integrand is even in $t-t'$, so the two halves of the square, $t'<t$ and $t'>t$, contribute equally. Keep the first half, double it, and put $s=t-t'$ at fixed $t$:

$$
\int_0^T\!dt\int_0^T\!dt'\,\rho(t-t')
=2\int_0^T\!dt\int_0^t\!ds\,\rho(s).
$$

The region is $0\le s\le t\le T$. Doing the $t$ integral first, from $s$ to $T$, gives a factor $T-s$. Therefore

$$
\operatorname{Var}(\bar A)=\frac{2\sigma^2}{T}\int_0^T\left(1-\frac sT\right)\rho(s)\,ds. \tag{1}
$$

This holds for every $T$. The weight $1-s/T$ appears because a finite run contains fewer pairs of times at large separation.

## The long-run limit

Assume that $\int_0^\infty|\rho|\,ds$ is finite. Equation (1) then gives

$$
\frac{T\operatorname{Var}(\bar A)}{2\sigma^2}-\tau_{\rm int}
=-\int_T^\infty\rho(s)\,ds-\frac1T\int_0^T s\,\rho(s)\,ds .
$$

The first term on the right vanishes as $T\to\infty$, being the tail of a convergent integral. For the second, choose a fixed time $S<T$. Below $S$ use $s\le S$; above it use $s/T\le1$:

$$
\left|\frac1T\int_0^T s\rho\,ds\right|
\le\frac ST\int_0^S|\rho|\,ds+\int_S^\infty|\rho|\,ds .
$$

Choose $S$ large enough to make the last integral as small as desired, then let $T$ grow with $S$ fixed, which removes the other term. Hence

$$
\lim_{T\to\infty}T\operatorname{Var}(\bar A)=2\tau_{\rm int}\sigma^2. \tag{2}
$$

A variance cannot be negative, so $\tau_{\rm int}\ge0$ even when $\rho$ oscillates.

The integrability condition matters. Suppose that $\rho$ levels off at a constant $c>0$, as happens when each run stays trapped in one of several structures with different means. The constant part contributes $\frac{2\sigma^2}{T}\int_0^T(1-s/T)c\,ds=c\sigma^2$ to (1). Lengthening the run does not remove this error.

## How long is long?

Suppose also that $\int_0^\infty s|\rho|\,ds$ is finite, and define $m_1=\int_0^\infty s\rho(s)\,ds$. Extending both integrals in (1) to infinity and subtracting what was added gives

$$
\int_0^T\left(1-\frac sT\right)\rho\,ds
=\tau_{\rm int}-\frac{m_1}{T}+\frac1T\int_T^\infty(s-T)\rho\,ds .
$$

The last term is at most $\frac1T\int_T^\infty s|\rho|\,ds$ in size, which vanishes faster than $1/T$. So

$$
\operatorname{Var}(\bar A)=\frac{2\sigma^2}{T}\left[\tau_{\rm int}-\frac{m_1}{T}\right]+o(T^{-2}). \tag{3}
$$

For $\tau_{\rm int}>0$, the simple law needs $T\gg|m_1|/\tau_{\rm int}$, and $T$ must also exceed the time over which $\rho$ dies away. The condition $T\gg\tau_{\rm int}$ is not sufficient: positive and negative parts of an oscillating $\rho$ can cancel, leaving a small $\tau_{\rm int}$ while correlations persist much longer.

## Independent samples

The mean of $N$ independent samples has variance $\sigma^2/N$. Define $N_{\rm eff}$ as the number that gives the same variance as the run:

$$
\frac{\sigma^2}{N_{\rm eff}}=\frac{2\tau_{\rm int}\sigma^2}{T}
\quad\Longrightarrow\quad
N_{\rm eff}=\frac{T}{2\tau_{\rm int}}\qquad(\tau_{\rm int}>0).
$$

The factor 2 arises because each instant is correlated with both its past and its future: $2\tau_{\rm int}=\int_{-\infty}^{\infty}\rho\,ds$. The standard error is $\sigma/\sqrt{N_{\rm eff}}$, so halving it requires a run four times as long.

$N_{\rm eff}$ belongs to an observable, not to a trajectory. It states an equivalence of variances and does not identify particular frames as independent.

## Stored frames

Now average $N$ frames separated by $\Delta$. Among the $N^2$ ordered pairs, $N$ have zero lag and $2(N-k)$ have lag $k\Delta$, so

$$
\operatorname{Var}(\bar A_N)=\frac{\sigma^2}{N}\left[1+2\sum_{k=1}^{N-1}\left(1-\frac kN\right)\rho(k\Delta)\right]. \tag{4}
$$

If $\sum_k|\rho(k\Delta)|$ converges, the bracket tends for large $N$ to

$$
g=1+2\sum_{k=1}^{\infty}\rho(k\Delta),\qquad N_{\rm eff}=\frac Ng .
$$

Here $g\Delta=2\Delta\left[\tfrac12\rho(0)+\sum_{k\ge1}\rho(k\Delta)\right]$ is twice the trapezoidal estimate of $\tau_{\rm int}$. For a smooth, decaying $\rho$ with $\tau_{\rm int}>0$ and fine spacing, $g\Delta\to2\tau_{\rm int}$ and $N/g\to T/(2\tau_{\rm int})$. Storing still more frames then adds almost no information.

Frames spaced by $2\tau_{\rm int}$ are not thereby independent. For $\rho=e^{-s/\tau}$ and $q=e^{-\Delta/\tau}$, the geometric series gives $g=1+2q/(1-q)=(1+q)/(1-q)$, which exceeds 1 at any finite spacing.

## When the integrated time is zero

Let $v=\dot x$ be the velocity of a stationary coordinate with finite variance $\sigma_x^2$. Its time average depends on the end points alone, $\bar v=[x(T)-x(0)]/T$. Expanding the square gives

$$
\operatorname{Var}(\bar v)=\frac{2\sigma_x^2[1-\rho_x(T)]}{T^2}\le\frac{4\sigma_x^2}{T^2}. \tag{5}
$$

Thus $T\operatorname{Var}(\bar v)\to0$, and (2) requires $\tau_{\rm int}=0$ when $\rho_v$ is integrable. The formula $T/(2\tau_{\rm int})$ is then unusable, and (5) replaces it.

## A vibrational model

Consider one classical vibrational coordinate coupled to a thermal environment through Langevin friction:

$$
\ddot x=-\omega_0^2x-\gamma\dot x+f(t),\qquad \gamma<2\omega_0 .
$$

The random term $f$ is Gaussian white noise with zero mean, uncorrelated with earlier positions. Multiply by $x(0)$, average, and divide by $\sigma_x^2$. For $t>0$ the noise term drops out:

$$
\rho_x''+\gamma\rho_x'+\omega_0^2\rho_x=0,\qquad \rho_x(0)=1,\quad\rho_x'(0)=0. \tag{6}
$$

The slope is zero because position and velocity at the same instant are uncorrelated in classical equilibrium. The solution oscillates inside an envelope proportional to $e^{-\gamma t/2}$, so all boundary terms at infinity vanish.

**Coordinate.** Integrating (6) from 0 to $\infty$ gives $0-\gamma+\omega_0^2\tau_x=0$, hence $\tau_x=\gamma/\omega_0^2$.

For the first moment, multiply (6) by $t$ before integrating. By parts, $\int t\rho_x''\,dt=-\int\rho_x'\,dt=1$ and $\int t\rho_x'\,dt=-\tau_x$. Therefore $1-\gamma\tau_x+\omega_0^2m_{1,x}=0$, or

$$
m_{1,x}=\frac{\gamma^2/\omega_0^2-1}{\omega_0^2}.
$$

**Potential energy.** Let $a=x(0)/\sigma_x$ and $b=x(t)/\sigma_x$. The equation of motion is linear and the noise is Gaussian, so in equilibrium $b=\rho_xa+\sqrt{1-\rho_x^2}\,z$, with $a$ and $z$ independent standard Gaussian variables. The cross term averages to zero, and $\langle a^4\rangle=3$, so

$$
\langle a^2b^2\rangle=3\rho_x^2+(1-\rho_x^2)=1+2\rho_x^2 .
$$

Subtracting $\langle a^2\rangle\langle b^2\rangle=1$ leaves the covariance $2\rho_x^2$, which equals 2 at $t=0$. Hence $\rho_U=\rho_x^2$. Equipartition gives $U=\tfrac12k_BT_{\rm b}\,a^2$, where $T_{\rm b}$ is the bath temperature, so the mean is $k_BT_{\rm b}/2$ and $\sigma_U=\tfrac12k_BT_{\rm b}\sqrt2=k_BT_{\rm b}/\sqrt2$.

To find $\tau_U=\int_0^\infty\rho_x^2\,dt$, set $J=\int_0^\infty(\rho_x')^2dt$. Multiplying (6) by $\rho_x$ and by $\rho_x'$, then integrating, gives respectively

$$
-J-\frac\gamma2+\omega_0^2\tau_U=0,\qquad
\gamma J-\frac{\omega_0^2}{2}=0 .
$$

The second equation gives $J=\omega_0^2/(2\gamma)$, and the first then gives

$$
\tau_U=\frac1{2\gamma}+\frac{\gamma}{2\omega_0^2}.
$$

Weak friction makes $\tau_x$ small, because successive swings cancel. It makes $\tau_U$ large, because the vibrational energy is exchanged slowly with the environment and $\rho_x^2$ has no negative parts.

## Numbers for a 20 ps run

Take round model parameters: period 100 fs, $\gamma=0.002\ \mathrm{fs^{-1}}$ and $T_{\rm b}=300$ K. Then $\omega_0=0.06283\ \mathrm{rad/fs}$ and $k_BT_{\rm b}=25.852$ meV. The mean potential energy is 12.926 meV and $\sigma_U=18.280$ meV. These are the values for classical nuclei, as in the simulation. Here $\hbar\omega_0\approx41$ meV exceeds $k_BT_{\rm b}$, so the quantum harmonic mean $\tfrac14\hbar\omega_0\coth(\hbar\omega_0/2k_BT_{\rm b})\approx15.6$ meV is higher, a systematic difference that no run length removes. The integrated times are

$$
\tau_x=\frac{0.002}{(0.06283)^2}\ \mathrm{fs}=0.507\ \mathrm{fs},\qquad
\tau_U=(250+0.25)\ \mathrm{fs}=250.25\ \mathrm{fs}.
$$

For the energy,

$$
N_{\rm eff}=\frac{20000}{2(250.25)}=39.96,\qquad
\frac{\sigma_U}{\sqrt{N_{\rm eff}}}=\frac{18.280}{\sqrt{39.96}}\ \mathrm{meV}=2.89\ \mathrm{meV}.
$$

This is 22.4 % of the mean. Treating 20000 frames, stored 1 fs apart, as independent would give 0.129 meV, a factor of 22.4 below the long-run estimate. By the long-run law the same trajectory is worth about 19700 samples for the mean coordinate; the exact variance, 2.5 % larger (see the table below), lowers this to about 19260. For the continuous average of the velocity, equipartition gives $\sigma_v^2=\omega_0^2\sigma_x^2$, so (5) gives $\sigma_v^2/\operatorname{Var}(\bar v)=(\omega_0T)^2/\{2[1-\rho_x(T)]\}$, an equivalent of about 790000 samples, more than the number of frames; this reflects cancellation, not extra data.

The ratio of the exact variance (1) to the long-run law shows when the law can be used:

| $T$ (fs) | coordinate | energy |
|---:|---:|---:|
| 250 | 4.554 | 0.214 |
| 1000 | 1.316 | 0.568 |
| 5000 | 1.099 | 0.900 |
| 20000 | 1.025 | 0.975 |

At 250 fs the run is nearly 500 times longer than $\tau_x$, yet the law underestimates the coordinate variance by a factor of 4.6. Part of this factor depends on the phase at which the run ends: for weak friction the ratio is close to $1+[1-\rho_x(T)]/(\gamma T)$, so it is large at 250 fs, a half-integer number of periods where $\rho_x$ is negative, and falls to about 1.4 at 300 fs. Once $\rho_x$ has died away, the relevant time is $|m_{1,x}|/\tau_x=499.5$ fs. For weak friction this time is close to $1/\gamma$, since $|m_{1,x}|/\tau_x=(1-\gamma^2/\omega_0^2)/\gamma$. The energy has nearly the same time: $\rho_U\simeq\tfrac12e^{-\gamma s}(1+\cos2\omega_0s)$, whose non-oscillating half gives $m_{1,U}\simeq1/(2\gamma^2)=125000\ \mathrm{fs^2}$, and $125000/250.25=499.5$ fs. At 20 ps, (3) therefore corrects the long-run variance by $499.5/20000=2.5\,\%$ of its value, upward for the coordinate because $m_{1,x}<0$, and downward for the energy because $m_{1,U}>0$. The energy error becomes $2.892\sqrt{0.975}\approx2.86$ meV (2.855 meV from the unrounded values).

Frame spacings of 1 fs and 10 fs both give an energy error of 2.855 meV, although the second stores a tenth of the data. At 500 fs there are 40 frames, but $g=2.164$ and $N/g=18.5$; the finite sum (4) gives an error of 4.206 meV. This spacing is five vibrational periods, so every lag $k\Delta$ falls near a maximum of the oscillating $\rho_U$. There $\rho_U(k\Delta)\simeq e^{-\gamma k\Delta}=e^{-k}$, and $g\simeq1+2/(e-1)$, which reproduces the value. The sum then follows the envelope $e^{-\gamma s}$ of $\rho_U$, whose average over a cycle is only about half the envelope, so $g\Delta$ is about twice $2\tau_U$. A spacing short compared with $\tau_U$ is not enough to avoid this. $\rho_U$ oscillates with period 50 fs, so frames 50 fs apart also sample only its maxima; then $g\simeq(1+e^{-0.1})/(1-e^{-0.1})\simeq20$ and $g\Delta\simeq1000$ fs, again twice $2\tau_U$. With spacings well below 50 fs, such as 1 fs and 10 fs, the lags also fall where $\rho_U$ is near zero, and $g\Delta$ returns to $2\tau_U$.

In 10000 simulated runs, the energy averages scattered with standard deviation 2.847 meV, and 70.3 % (with a sampling uncertainty of about 0.5 percentage points) lay within one long-run standard error of the true mean. The numerical check also obtains the coordinate variance without using a correlation function, by propagating the covariance of the stochastic equations.

For a 5 % standard error, $\sigma_U/(\text{mean})=\sqrt2$ requires $N_{\rm eff}=2/(0.05)^2=800$. The run must last $800\times2\times250.25$ fs, about 400 ps. For this observable, the energy of a single mode, 20 ps is far too short. For the summed energy of $M$ independent modes of the same kind, $\sigma/(\text{mean})=\sqrt{2/M}$ and the required length falls to about $400/M$ ps, so the conclusion does not carry over to the total potential energy of a cell.

## Finding the time from a real run

In practice $\mu$ and $\rho$ are unknown and must be estimated from the trajectory. Replacing $\mu$ by $\bar A$ has a consequence. Let $\hat C(s)$ be the average of $[A(t)-\bar A][A(t+s)-\bar A]$ over the $T-s$ available starting times. The steps leading to (1) then give

$$
2\int_0^T(T-s)\hat C(s)\,ds=\left[\int_0^T(A-\bar A)\,dt\right]^2=0 .
$$

Using every lag in (1) would therefore report zero error for any data. The integral of the estimated correlation must be cut off at a lag beyond the visible decay of $\rho$ but much shorter than $T$. If no such lag exists, the run is too short to supply its own error bar. Such a lag is necessary but not sufficient, because $\hat C$ is itself noisy. When $\tau_{\rm int}$ is a small remainder of cancelling swings, as for the coordinate above, the noise in the cut-off integral can exceed the remainder, and the estimated variance from a single run can even come out negative. The estimate is also biased low without any cancellation: subtracting $\bar A$ lowers $\hat C$ by about $\operatorname{Var}(\bar A)$ at every lag, which reduces the variance estimated with cutoff $W$ by a fraction of about $2W/T$. For the energy above, with $W=2$ ps and $T=20$ ps, this is about 20 %, and the scatter from run to run is comparable with the estimate itself. An integral that levels off as the cutoff is raised is also no proof of safety: a slow change of structure that never occurred during the run leaves no trace in $\hat C$.

## Values computed for the example and the checks

```
period: 100 fs; friction rate: 0.002 1/fs
angular frequency omega0: 0.06283 rad/fs
temperature: 300 K; kB*Temp: 25.852 meV
run length: 20000 fs = 20 ps
mean potential energy: 12.926 meV
standard deviation of U: 18.280 meV
tau_int of coordinate x: 0.5066 fs
tau_int of energy U: 250.25 fs
first moment m1 of rho_x: -253.05 fs^2
first moment m1 of rho_U: 125000 fs^2
m1/tau_int for x: -499.5 fs
m1/tau_int for U: 499.5 fs
N_eff for x, long-run law: 19739
N_eff for U, long-run law: 39.96
N_eff for velocity, end-point formula: 789568
standard error of mean U, long-run law: 2.892 meV
standard error of mean U, exact integral: 2.855 meV
relative standard error of U: 22.4 %
false error, 20000 frames taken independent: 0.129 meV
true error / false error: 22.4
Exact variance / long-run law:
  T = 250 fs: x 4.554, U 0.214
  T = 1000 fs: x 1.316, U 0.568
  T = 5000 fs: x 1.099, U 0.900
  T = 20000 fs: x 1.025, U 0.975
Frames of U from the same run:
  spacing 1 fs: 20000 frames, g = 500.507, N/g = 39.96, error 2.855 meV
  spacing 10 fs: 2000 frames, g = 50.051, N/g = 39.96, error 2.855 meV
  spacing 500 fs: 40 frames, g = 2.164, N/g = 18.49, error 4.206 meV
simulated runs: 10000; time step: 5 fs
standard deviation of run averages of U: 2.847 meV
same, frames 500 fs apart: 4.245 meV
runs within one standard error: 70.3 %
run for 5 % error of U: 400.4 ps
```
